# How much second-order pair scattering lowers the weak-coupling Néel temperature: a program that tests the result

```python
# Half-filled Hubbard model, infinite-dimensional hypercubic lattice, t = t*/(2 sqrt d).
# Result under test: for U -> 0, T_N / T_HF -> q = exp(-Pi0/rho0) = (1+sqrt2)^(-sqrt2),
# with T_HF = (2 e^(gamma/2)/pi) t* exp(-1/(U rho0)).
# Symbols: rho(e) = exp(-e^2)/sqrt(pi) DOS, rho0 = rho(0); G(i nu) = -i g(nu) local Green
# function; Pi(W) = T sum G(nu) G(W-nu) local particle-particle bubble, Pi0 = Pi(0);
# second-order self-energy: i nu - Sigma = i nu (1 + U^2 s(nu)), s0 = s(0).
# Energies and temperatures in eV with t* = 1 eV, k_B = 1.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import erfcx, erf, j0, j1
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants

kB = physical_constants["Boltzmann constant in eV/K"][0]
pi = np.pi
rho = lambda e: np.exp(-e**2) / np.sqrt(pi)
g = lambda x: np.sqrt(pi) * erfcx(x)
rho0 = rho(0.0)
C = np.sqrt(2) * np.log(1 + np.sqrt(2))
q = np.exp(-C)
pref = 2 * np.exp(np.euler_gamma / 2) / pi
lnT_hf_formula = lambda U: np.log(pref) - 1 / (U * rho0)

# finite-d lattice Green functions (Bessel integrals) against the d = infinity forms
d, nu = 400, 1.0
G00 = quad(lambda s: np.exp(-nu*s) * j0(s/np.sqrt(d))**d, 0, 30)[0]
G01 = quad(lambda s: np.exp(-nu*s) * j1(s/np.sqrt(d)) * j0(s/np.sqrt(d))**(d-1), 0, 30)[0]
assert abs(G00/g(nu) - 1) < 5e-3 and abs(np.sqrt(d)*G01/(1 - nu*g(nu)) - 1) < 1e-2
print(f"d=400, nu=1 eV: |G00| = {G00:.5f} 1/eV (d=inf {g(nu):.5f})")
print(f"d=400: sqrt(d)|G01| = {np.sqrt(d)*G01:.5f} 1/eV (d=inf {1-nu*g(nu):.5f})")

# staggered response from explicit 2x2 inversion
eg = np.linspace(-8, 8, 4001)
def G_A(x, phi):
    M = np.zeros((eg.size, 2, 2), complex)
    M[:, 0, 0] = 1j*x - phi; M[:, 1, 1] = 1j*x + phi
    M[:, 0, 1] = -eg; M[:, 1, 0] = -eg
    return np.sum(rho(eg) * np.linalg.inv(M)[:, 0, 0]) * (eg[1] - eg[0])
dGA = (G_A(0.3, 1e-4) - G_A(0.3, -1e-4)) / 2e-4
assert abs(dGA + g(0.3)/0.3) < 1e-5
print(f"dG_A/dphi at x=0.3 eV: {dGA.real:.6f} 1/eV^2 (-g/x = {-g(0.3)/0.3:.6f})")

# exact diagonalization of an asymmetric impurity model: channel of the U^2 vertex
beta, ed, eb, V, h = 4.0, 0.6, (0.9, -0.3), (0.5, 0.4), 1e-3
def mode(k):
    out = np.eye(1)
    for j in range(6):
        m = np.diag([1., -1.]) if j < k else (np.array([[0., 1.], [0., 0.]]) if j == k else np.eye(2))
        out = np.kron(out, m)
    return out
c = [mode(k) for k in range(6)]
xt, wt = leggauss(60); tau = beta*(xt + 1)/2; wtau = beta*wt/2
nus = pi/beta * np.array([1., 3., 5.])
def impurity(U, field):
    H = U * (c[0].T @ c[0]) @ (c[3].T @ c[3])
    for o, sg in ((0, 1), (3, -1)):
        H = H + (ed - sg*field) * c[o].T @ c[o]
        for b in (1, 2):
            H = H + eb[b-1]*c[o+b].T @ c[o+b] + V[b-1]*(c[o].T @ c[o+b] + c[o+b].T @ c[o])
    E, W = np.linalg.eigh(H); E = E - E[0]
    p = np.exp(-beta*E); Z = p.sum()
    A = (W.T @ c[0] @ W)**2
    Gw = np.array([np.sum(A*(p[:, None] + p[None, :])/(1j*n + E[:, None] - E[None, :])) for n in nus])/Z
    Gt = -np.array([np.exp(-(beta - t)*E) @ A @ np.exp(-t*E) for t in tau])/Z
    n_up = np.sum(A * p[None, :])/Z
    G0inv = 1j*nus - ed + field - sum(v*v/(1j*nus - e) for v, e in zip(V, eb))
    return G0inv - 1/Gw, Gt, n_up
def vertex_errors(U):
    Sp, Gp, n_p = impurity(U, h); Sm, Gm, n_m = impurity(U, -h)
    lhs = ((Sp - Sm) + U*(n_p - n_m))/(2*h*U*U)
    G = (Gp + Gm)/2; dG = (Gp - Gm)/(2*h)
    F = np.exp(1j*np.outer(nus, tau)) * wtau
    pp = -F @ (G*G*dG[::-1]); ph = F @ (G*G[::-1]*dG)
    nl = np.linalg.norm(lhs)
    return np.linalg.norm(lhs - pp)/nl, np.linalg.norm(lhs - ph)/nl
e2, _ = vertex_errors(0.02); e1, f1 = vertex_errors(0.01)
assert e1 < 0.05 and 1.8 < e2/e1 < 2.2 and f1 > 0.1
print(f"ED impurity: beta={beta} 1/eV, e_d={ed}, bath={eb}, V={V} eV")
print(f"ED rel. error of pp vertex: {e2:.5f} (U=0.02 eV), {e1:.5f} (U=0.01 eV)")
print(f"ED rel. error if ph bubble is used instead: {f1:.4f} (U=0.01 eV)")

# bubble and self-energy at T = 0 from spectral functions
du = 0.02
w = np.exp(np.arange(-30, 2.6, du))
A2f = lambda x: np.exp(-x**2/2) * erf(x/np.sqrt(2)) / np.sqrt(2*pi)
assert abs(quad(lambda x: rho(x)*rho(0.7 - x), 0, 0.7)[0] - A2f(0.7)) < 1e-10
xa, wa = leggauss(40); y = np.outer(w, (xa + 1)/2)
A3 = (A2f(y) * rho(w[:, None] - y)) @ wa * w/2
lg = np.arange(-50, 14.1, 0.05)
den = 1/(w[None, :]**2 + np.exp(2*lg)[:, None])
Pi_sp = CubicSpline(lg, 2*du * den @ (A2f(w)*w**2))
s_sp = CubicSpline(lg, 2*du * den @ (A3*w))
clipl = lambda x: np.clip(np.log(np.abs(x) + 1e-300), -50, 14)
Pi = lambda x: Pi_sp(clipl(x))
s_of = lambda x: s_sp(clipl(x))
Pi_mats = quad(lambda x: g(x)**2/pi, 0, np.inf)[0]
rw = rho(w)*w
Pi_2d = 2*du*du * rw @ (1/(w[:, None] + w[None, :])) @ rw
Pi0 = float(Pi(0.0))
for val in (Pi_mats, Pi_2d, Pi0):
    assert abs(val/rho0 - C) < 1e-7
gs = lambda x: np.sign(x)*g(abs(x))
conv = sum(quad(lambda x: gs(x)*gs(x - 0.5)/(2*pi), a, b)[0]
           for a, b in ((-np.inf, 0), (0, 0.5), (0.5, np.inf)))
assert abs(conv - Pi(0.5)) < 1e-6
s0 = 2*quad(lambda t: t*(erfcx(t/2)/2)**3, 0, np.inf)[0]
assert abs(s0 - s_of(0.0)) < 1e-6
def Pi_T(T, N=200000):
    return 2*T*np.sum(g((2*np.arange(N) + 1)*pi*T)**2) + 1/(pi*2*pi*T*N)
dP = [Pi_T(T) - Pi_mats for T in (0.01, 0.005)]
assert abs(dP[0]/dP[1] - 4) < 0.1
print(f"rho0 = {rho0:.6f} 1/eV ; s0 = {s0:.6f} 1/eV^2 ; s0/rho0 = {s0/rho0:.5f} 1/eV")
print(f"Pi0 = {Pi_mats:.7f} (Matsubara), {Pi_2d:.7f} (2D), {Pi0:.7f} (spectral) 1/eV")
print(f"Pi(0.5 eV) = {conv:.6f} 1/eV")
print(f"Pi0(T)-Pi0(0): {dP[0]:.3e} (T=0.01 eV), {dP[1]:.3e} (T=0.005 eV) 1/eV")
print(f"Pi0/rho0 = {Pi_mats/rho0:.6f} ; sqrt2 ln(1+sqrt2) = {C:.6f} ; q = {q:.5f} ; 1/q = {1/q:.4f}")
print(f"HF prefactor = {pref:.5f} t* ; corrected prefactor = {q*pref:.5f} t*")

# semi-elliptic DOS (half width 1 eV), double integral from the definition
xb, wb = leggauss(200); ub = (xb + 1)/2; th = pi/2*ub**3
wB = (2/pi)*np.cos(th)**2 * (3*pi/2)*ub**2 * wb/2
C_B = 2*wB @ (1/(np.sin(th)[:, None] + np.sin(th)[None, :])) @ wB / (2/pi)
assert abs(C_B - 4/3) < 1e-6
print(f"semi-elliptic DOS: Pi0/rho0 = {C_B:.6f} ; q = {np.exp(-C_B):.5f}")

# linearized gap equation: 40 explicit Matsubara frequencies, the rest by quadrature
x8, w8 = leggauss(8)
def grid(T, N=40, top=20.0):
    lo = np.log(2*pi*T*N)
    edges = np.append(np.arange(np.log(top), lo, -1.0), lo)
    n = [(2*np.arange(N) + 1)*pi*T]; ww = [np.full(N, 2*pi*T)]
    for b, a in zip(edges[:-1], edges[1:]):
        v = np.exp(a + (b - a)*(x8 + 1)/2); n.append(v); ww.append(v*(b - a)*w8/2)
    z = (x8 + 1)/2; n.append(top/z); ww.append(top/z**2*w8/2)
    return np.concatenate(n), np.concatenate(ww)
def top_eig(lnT, U, vertex, sigma):
    n, ww = grid(np.exp(lnT))
    x = n*(1 + U*U*s_of(n)) if sigma else n
    r = np.sqrt(ww*g(x)/x/(2*pi))
    if not vertex:
        return 2*U*np.sum(r*r)
    K = 2*U - U*U*(Pi(n[:, None] + n[None, :]) + Pi(n[:, None] - n[None, :]))
    return eigh(r[:, None]*K*r[None, :], eigvals_only=True, subset_by_index=[n.size-1, n.size-1])[0]
def lnTc(U, vertex, sigma):
    l0 = lnT_hf_formula(U)
    return brentq(lambda l: top_eig(l, U, vertex, sigma) - 1, l0 - 3.5, l0 + 0.5, xtol=1e-9)

Us = np.array([0.05, 0.10, 0.15, 0.20])
lhf = np.array([lnTc(U, False, False) for U in Us])
assert np.max(np.abs(lhf - lnT_hf_formula(Us))) < 1e-4
lv = np.array([lnTc(U, True, False) for U in Us]) - lhf
lf = np.array([lnTc(U, True, True) for U in Us]) - lhf
print("U (eV), T_HF (eV), ln q vertex only, ln q vertex+Sigma, lnT_N/lnT_HF")
for U, a, b, cc in zip(Us, lhf, lv, lf):
    print(f"  {U:.2f}  {np.exp(a):.4e}  {b:.5f}  {cc:.5f}  {(a+cc)/a:.4f}")
iv, iF = np.polyfit(Us, lv, 3)[-1], np.polyfit(Us, lf, 3)[-1]
slope = np.polyfit(Us, (lf - lv)/Us, 2)[-1]
assert abs(iv + C) < 1e-3 and abs(iF + C) < 1e-3
assert abs(slope/(-s0/rho0) - 1) < 0.02
print(f"U->0 extrapolation: ln q = {iv:.5f} (vertex), {iF:.5f} (vertex+Sigma), q = {np.exp(iF):.4f}")
print(f"U->0 self-energy shift of ln T_N per U = {slope:.5f} 1/eV")

# worked example
U = 0.3
chi_def = lambda l: du*np.sum(rho(w)*np.tanh(w/(2*np.exp(l))))
l_def = brentq(lambda l: U*chi_def(l) - 1, -15, -1, xtol=1e-12)
assert abs(l_def - lnT_hf_formula(U)) < 1e-4
T_hf = np.exp(lnT_hf_formula(U)); T_2 = np.exp(lnTc(U, True, True))
Ueff = U - U*U*Pi0
print(f"example: t* = 1 eV, U = {U} eV, U rho0 = {U*rho0:.5f}, 1/(U rho0) = {1/(U*rho0):.5f}")
print(f"exp(-1/(U rho0)) = {np.exp(-1/(U*rho0)):.5e}")
print(f"T_HF formula = {T_hf:.5e} eV = {T_hf/kB:.3f} K ; quadrature = {np.exp(l_def):.5e} eV")
print(f"U Pi0 = {U*Pi0:.5f} ; U_eff = U - U^2 Pi0 = {Ueff:.5f} eV ; Z = {1/(1+U*U*s0):.5f}")
print(f"q T_HF = {q*T_hf:.5e} eV = {q*T_hf/kB:.3f} K")
print(f"static unexpanded vertex: T/T_HF = {np.exp(-(1/Ueff - 1/U)/rho0):.5f}")
print(f"self-energy factor exp(-U s0/rho0) = {np.exp(-U*s0/rho0):.5f}")
print(f"second-order gap equation: T = {T_2:.5e} eV = {T_2/kB:.3f} K ; T/T_HF = {T_2/T_hf:.5f}")
print("all good")
```

It prints:

```
d=400, nu=1 eV: |G00| = 0.75781 1/eV (d=inf 0.75787)
d=400: sqrt(d)|G01| = 0.24219 1/eV (d=inf 0.24213)
dG_A/dphi at x=0.3 eV: -4.340144 1/eV^2 (-g/x = -4.340145)
ED impurity: beta=4.0 1/eV, e_d=0.6, bath=(0.9, -0.3), V=(0.5, 0.4) eV
ED rel. error of pp vertex: 0.00557 (U=0.02 eV), 0.00281 (U=0.01 eV)
ED rel. error if ph bubble is used instead: 0.9329 (U=0.01 eV)
rho0 = 0.564190 1/eV ; s0 = 0.230091 1/eV^2 ; s0/rho0 = 0.40783 1/eV
Pi0 = 0.7032344 (Matsubara), 0.7032344 (2D), 0.7032344 (spectral) 1/eV
Pi(0.5 eV) = 0.369130 1/eV
Pi0(T)-Pi0(0): -3.708e-04 (T=0.01 eV), -9.278e-05 (T=0.005 eV) 1/eV
Pi0/rho0 = 1.246450 ; sqrt2 ln(1+sqrt2) = 1.246450 ; q = 0.28752 ; 1/q = 3.4780
HF prefactor = 0.84961 t* ; corrected prefactor = 0.24428 t*
semi-elliptic DOS: Pi0/rho0 = 1.333333 ; q = 0.26360
U (eV), T_HF (eV), ln q vertex only, ln q vertex+Sigma, lnT_N/lnT_HF
  0.05  3.4190e-16  -1.21247  -1.23325  1.0346
  0.10  1.7044e-08  -1.17927  -1.22165  1.0683
  0.15  6.2727e-06  -1.14696  -1.21178  1.1012
  0.20  1.2034e-04  -1.11565  -1.20377  1.1334
U->0 extrapolation: ln q = -1.24645 (vertex), -1.24646 (vertex+Sigma), q = 0.2875
U->0 self-energy shift of ln T_N per U = -0.40771 1/eV
example: t* = 1 eV, U = 0.3 eV, U rho0 = 0.16926, 1/(U rho0) = 5.90818
exp(-1/(U rho0)) = 2.71713e-03
T_HF formula = 2.30851e-03 eV = 26.789 K ; quadrature = 2.30853e-03 eV
U Pi0 = 0.21097 ; U_eff = U - U^2 Pi0 = 0.23671 eV ; Z = 0.97971
q T_HF = 6.63750e-04 eV = 7.702 K
static unexpanded vertex: T/T_HF = 0.20603
self-energy factor exp(-U s0/rho0) = 0.88484
second-order gap equation: T = 6.99691e-04 eV = 8.120 K ; T/T_HF = 0.30309
all good
```
